# Symmetry amplitudes and circular dichroism in helium double photoionization

## The decision about energy sharing

A calculation of helium double photoionization must fix the energy sharings at which the amplitude is computed. For linearly polarized light, equal sharing is attractive because one complex function describes all directions. For circular dichroism, the difference between the cross sections for the two helicities, it is the wrong choice: the difference is zero there, however good the wave functions are. A run intended to predict dichroism needs unequal energies and a reliable relative phase between two amplitudes.

## The amplitude and the cross section

The atom starts in its singlet S ground state $\Psi_0$, of energy $E_0$. One photon of energy $\hbar\omega$ leaves a bare nucleus and two electrons with wave vectors $\mathbf k_i=k_i\mathbf n_i$ and energies $E_i=\hbar^2k_i^2/2m$, where $E_1+E_2=\hbar\omega+E_0$. The nucleus is fixed, forces on the spins are neglected, spins are not detected, and the light acts to first order in the electric dipole approximation. Define

$$\mathbf M(\mathbf k_1,\mathbf k_2)=\langle\Psi^-_{\mathbf k_1\mathbf k_2}|\mathbf r_1+\mathbf r_2|\Psi_0\rangle .$$

The minus sign denotes incoming-wave boundary conditions, appropriate to electrons detected with given momenta. The electron repulsion is included in both states.

Take the field $\tfrac12(\mathcal E\boldsymbol\epsilon e^{-i\omega t}+\text{c.c.})$ with $|\boldsymbol\epsilon|=1$. The absorbing part of the interaction is $\tfrac12e\mathcal E\boldsymbol\epsilon\cdot(\mathbf r_1+\mathbf r_2)e^{-i\omega t}$, so the golden rule gives the rate per final state

$$\frac{2\pi}{\hbar}\frac{e^2\mathcal E^2}{4}|\boldsymbol\epsilon\cdot\mathbf M|^2\,\delta(E_1+E_2-E_0-\hbar\omega).$$

The photon flux is $\varepsilon_0c\mathcal E^2/(2\hbar\omega)$. Division by it leaves the factor $\pi e^2\omega/(\varepsilon_0c)$, which equals $4\pi^2\alpha\hbar\omega$ because $e^2=4\pi\varepsilon_0\hbar c\alpha$.

Normalize the continuum to $\delta(\mathbf k-\mathbf k')$ for each electron, with a symmetrized spatial state. The probability weight for one electron in $d^3k_1$ and the other in a separate cell $d^3k_2$ is then $|\boldsymbol\epsilon\cdot\mathbf M|^2d^3k_1d^3k_2$. Since $d^3k=k^2dk\,d\Omega=(mk/\hbar^2)dE\,d\Omega$, integrating the delta function over $E_2$ gives

$$\frac{d^3\sigma}{dE_1d\Omega_1d\Omega_2}
=4\pi^2\alpha\hbar\omega\,\frac{m^2k_1k_2}{\hbar^4}\,
|\boldsymbol\epsilon\cdot\mathbf M|^2 .$$

A total cross section needs a factor $1/2$ if both labels run over all energies and directions, because each pair is then counted twice.

## What rotations and inversion allow

The ground state and the Hamiltonian are unchanged by rotations. Rotating both momenta therefore rotates the amplitude: $\mathbf M(R\mathbf k_1,R\mathbf k_2)=R\,\mathbf M(\mathbf k_1,\mathbf k_2)$.

If $\mathbf n_1$ and $\mathbf n_2$ are not collinear, they and their cross product form a basis, so

$$\mathbf M=A\mathbf n_1+B\mathbf n_2+C\,\mathbf n_1\times\mathbf n_2 .$$

The coefficients do not change under rotation. Two pairs of vectors with the same lengths and the same mutual angle can be rotated into each other. Hence $A,B,C$ depend on $E_1$, $E_2$ and $x=\mathbf n_1\cdot\mathbf n_2=\cos\theta_{12}$.

Under inversion $\Psi_0$ is even and the dipole operator is odd, so $\mathbf M(-\mathbf k_1,-\mathbf k_2)=-\mathbf M(\mathbf k_1,\mathbf k_2)$. The energies and $x$ are unchanged, while the cross product keeps its sign. Inserting the expansion on both sides gives

$$-A\mathbf n_1-B\mathbf n_2+C\mathbf n_1\times\mathbf n_2
=-A\mathbf n_1-B\mathbf n_2-C\mathbf n_1\times\mathbf n_2 .$$

Therefore $C=0$: the amplitude lies in the plane of the two momenta. Its components are complex, so it need not point along one real direction.

## What exchange adds

Without spin forces the final state remains a singlet. Its spatial part is symmetric, and interchanging the two momentum labels gives the same state:

$$\mathbf M(\mathbf k_1,\mathbf k_2)=\mathbf M(\mathbf k_2,\mathbf k_1).$$

Written out, this is

$$A(E_1,E_2,x)\mathbf n_1+B(E_1,E_2,x)\mathbf n_2
=A(E_2,E_1,x)\mathbf n_2+B(E_2,E_1,x)\mathbf n_1 .$$

Comparing the coefficients of $\mathbf n_1$ gives $A(E_1,E_2,x)=B(E_2,E_1,x)$. Now set

$$a_g=\frac{A+B}{2},\qquad a_u=\frac{A-B}{2}.$$

Exchange of the energies interchanges $A$ and $B$, so $a_g$ is even and $a_u$ is odd. Since $A=a_g+a_u$ and $B=a_g-a_u$,

$$\boxed{\mathbf M=a_g(\mathbf n_1+\mathbf n_2)+a_u(\mathbf n_1-\mathbf n_2)} .$$

This is exact under the stated assumptions. The dynamics, including all electron correlation, is contained in two complex functions. For linear polarization along $\hat{\mathbf z}$, with $\cos\theta_i=\hat{\mathbf z}\cdot\mathbf n_i$,

$$|\boldsymbol\epsilon\cdot\mathbf M|^2=
|a_g(\cos\theta_1+\cos\theta_2)+a_u(\cos\theta_1-\cos\theta_2)|^2 .$$

At equal energies an odd function vanishes, so $a_u=0$. Back-to-back emission then has a node. This also follows without the decomposition: exchange gives $\mathbf M(\mathbf k,-\mathbf k)=\mathbf M(-\mathbf k,\mathbf k)$, whereas inversion gives $\mathbf M(-\mathbf k,\mathbf k)=-\mathbf M(\mathbf k,-\mathbf k)$. Both hold together only if the amplitude is zero.

## The difference between the two helicities

Let the light travel along $\hat{\mathbf z}$ with $\boldsymbol\epsilon_\pm=(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$. With the time factor $e^{-i\omega t}$, the upper sign describes a field turning from $x$ to $y$, which is positive helicity. Put $M_\pm=\boldsymbol\epsilon_\pm\cdot\mathbf M$. Then

$$|M_\pm|^2=\tfrac12\left[|M_x|^2+|M_y|^2\pm2\,\mathrm{Re}(iM_x^*M_y)\right].$$

Because $\mathrm{Re}(iz)=-\mathrm{Im}\,z$,

$$|M_+|^2-|M_-|^2=-2\,\mathrm{Im}(M_x^*M_y).$$

Insert $\mathbf M=A\mathbf n_1+B\mathbf n_2$. The terms in $|A|^2$ and $|B|^2$ are real and drop out. The cross terms are $A^*B\,n_{1x}n_{2y}+B^*A\,n_{2x}n_{1y}$, and $\mathrm{Im}(B^*A)=-\mathrm{Im}(A^*B)$, so

$$\mathrm{Im}(M_x^*M_y)=\mathrm{Im}(A^*B)\,
\hat{\mathbf z}\cdot(\mathbf n_1\times\mathbf n_2).$$

Next,

$$A^*B=(a_g^*+a_u^*)(a_g-a_u)
=|a_g|^2-|a_u|^2-a_g^*a_u+a_u^*a_g .$$

The last two terms are minus a number plus its complex conjugate, so $\mathrm{Im}(A^*B)=-2\,\mathrm{Im}(a_g^*a_u)$. The result is

$$\boxed{|M_+|^2-|M_-|^2=
4\,\mathrm{Im}(a_g^*a_u)\,
\hat{\mathbf z}\cdot(\mathbf n_1\times\mathbf n_2)} .$$

At $E_1=E_2$ this is zero for all directions. The reason is visible in the amplitude itself: $\mathbf M=a_g(\mathbf n_1+\mathbf n_2)$ is a complex number times a real vector, and a real vector has equally large projections on $\boldsymbol\epsilon_+$ and $\boldsymbol\epsilon_-$. Dichroism requires a second real direction with a different phase, and $a_u$ supplies it.

Unequal energies are necessary but not sufficient. The difference also vanishes in these cases:

- The two momenta and the beam are coplanar, which includes collinear electrons.
- One of the amplitudes is zero at the chosen energies and angle.
- The phases of $a_g$ and $a_u$ differ by a multiple of $\pi$.

If the amplitudes are smooth near equal sharing, $a_u$ in general begins linearly in $E_1-E_2$, and so does the helicity difference unless the linear term of $a_u$ has the phase of $a_g$ modulo $\pi$. Exchanging the energies at fixed directions reverses it. Detectors that accept all sharings at fixed directions therefore record no net difference: the prefactor $k_1k_2$ is even, the helicity difference is odd, and the integral over $E_1$ from zero to the total excess energy vanishes.

The sum over helicities behaves differently. Let $\mathbf p_\pm$ be the part of $\mathbf n_1\pm\mathbf n_2$ perpendicular to the beam. Then

$$|M_+|^2+|M_-|^2=|a_g|^2p_+^2+|a_u|^2p_-^2
+2\,\mathrm{Re}(a_g^*a_u)\,\mathbf p_+\cdot\mathbf p_- ,$$

where $\mathbf p_+\cdot\mathbf p_-=n_{1\perp}^2-n_{2\perp}^2$. The last term changes sign when the energies are exchanged. The normalized asymmetry, difference over sum, is thus reversed without change of size if both electrons are equally inclined to the beam, but not in general.

## A second case: a triplet S initial state

For the state $1s2s\,{}^3S$ the spatial functions are antisymmetric. Rotation and inversion act as before, but exchange gives $\mathbf M(\mathbf k_1,\mathbf k_2)=-\mathbf M(\mathbf k_2,\mathbf k_1)$, hence $A(E_1,E_2,x)=-B(E_2,E_1,x)$. Now $a_g$ is odd and $a_u$ is even. At equal energies $\mathbf M=a_u(\mathbf n_1-\mathbf n_2)$, again a complex number times a real vector. The dichroism vanishes here too, although the surviving amplitude is the other one.

## Partial waves

To compute the two functions, consider

$$\mathbf J=\int d\hat{\mathbf r}\;P_{l+1}(\mathbf n_1\cdot\hat{\mathbf r})\,
\hat{\mathbf r}\,P_l(\mathbf n_2\cdot\hat{\mathbf r}).$$

Reflection in the plane of $\mathbf n_1$ and $\mathbf n_2$ shows that $\mathbf J=a\mathbf n_1+b\mathbf n_2$. Two dot products fix $a$ and $b$. They use the recurrence $(2n+1)tP_n(t)=(n+1)P_{n+1}(t)+nP_{n-1}(t)$ and

$$\int d\hat{\mathbf r}\,P_n(\mathbf n_1\cdot\hat{\mathbf r})P_{n'}(\mathbf n_2\cdot\hat{\mathbf r})
=\frac{4\pi}{2n+1}\delta_{nn'}P_n(x).$$

With $N=4\pi/[(2l+1)(2l+3)]$, the products with $\mathbf n_2$ and $\mathbf n_1$ are

$$ax+b=N(l+1)P_{l+1}(x),\qquad a+bx=N(l+1)P_l(x).$$

Elimination gives

$$(1-x^2)a=N(l+1)(P_l-xP_{l+1}),\quad
(1-x^2)b=N(l+1)(P_{l+1}-xP_l).$$

The Legendre identities $(1-x^2)P'_{l+1}=(l+1)(P_l-xP_{l+1})$ and $(1-x^2)P'_l=(l+1)(xP_l-P_{l+1})$ then yield

$$\mathbf J=N\left[P'_{l+1}(x)\mathbf n_1-P'_l(x)\mathbf n_2\right].$$

A vector amplitude of odd parity couples angular momenta $l_1$ and $l_2$ that differ by one: coupling to total angular momentum one permits a difference of zero or one, and parity excludes zero. Each pair $(l_1,l_2)$ couples to a vector in one way, so the bracket above, or its mirror image with the electrons interchanged, is the angular function. With complex coefficients $c_{l_1l_2}$,

$$\mathbf M=\sum_l\left[c_{l+1,l}(P'_{l+1}\mathbf n_1-P'_l\mathbf n_2)
+c_{l,l+1}(P'_{l+1}\mathbf n_2-P'_l\mathbf n_1)\right].$$

Half the sum and half the difference of the coefficients of $\mathbf n_1$ and $\mathbf n_2$ are

$$a_g=\tfrac12\sum_l(c_{l+1,l}+c_{l,l+1})(P'_{l+1}-P'_l),$$

$$a_u=\tfrac12\sum_l(c_{l+1,l}-c_{l,l+1})(P'_{l+1}+P'_l).$$

Exchange requires $c_{l+1,l}(E_1,E_2)=c_{l,l+1}(E_2,E_1)$, which reproduces the even and odd behaviour.

## A model that can be evaluated

Write the ground state as

$$\Psi_0=\sum_l\frac{f_l(r_1,r_2)}{r_1r_2}\frac{\sqrt{2l+1}}{4\pi}
P_l(\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2).$$

The functions $f_l$ come from configuration interaction on a radial grid with $l\le4$. The final state is a symmetrized product of Coulomb waves in the field of charge 2. It omits the repulsion between the outgoing electrons, so cross sections, angular shapes and the size of the asymmetry belong to this model and to the length form of the dipole operator used here. Because the final state is not an eigenstate of the full Hamiltonian, the velocity form gives substantially different values: in the example below, with 5 and 35 eV at $90^\circ$, the asymmetry is about $-0.64$ instead of $-0.86$, and the cross sections are about $0.84$ and $3.8$ instead of $0.7$ and $9.3\ \mathrm{b\,eV^{-1}sr^{-2}}$. The symmetry theorem does not depend on the omission.

The conjugate of one Coulomb wave is

$$\psi^{-*}_{\mathbf k}=\frac1{(2\pi)^{3/2}}\sum_l(2l+1)(-i)^le^{i\sigma_l}
\frac{F_l(kr)}{kr}P_l(\mathbf n\cdot\hat{\mathbf r}),$$

where $F_l$ is the regular radial Coulomb function, $\sigma_l=\arg\Gamma(l+1+i\eta)$, $\eta=-2/(ka_0)$, and $a_0$ is the Bohr radius. Since $\Psi_0$ and the dipole operator are symmetric, the two terms of the final state contribute equally, and their normalization $1/\sqrt2$ becomes a factor $\sqrt2$. In the $\mathbf r_1$ term, integration over $\hat{\mathbf r}_2$ sets $l=l_2$ and gives $4\pi/(2l_2+1)$; integration over $\hat{\mathbf r}_1$ gives $\mathbf J$. The $\mathbf r_2$ term follows by interchange. Collecting factors,

$$c_{l_1l_2}=\frac{4\pi\sqrt2}{(2\pi)^3k_1k_2}
(-i)^{l_1+l_2}e^{i[\sigma_{l_1}(k_1)+\sigma_{l_2}(k_2)]}R_{l_1l_2},$$

$$R_{l_1l_2}=\iint dr_1dr_2\,F_{l_1}(k_1r_1)F_{l_2}(k_2r_2)
\left[\frac{r_1f_{l_2}}{\sqrt{2l_2+1}}+\frac{r_2f_{l_1}}{\sqrt{2l_1+1}}\right].$$

The integrals $R$ are real. If plane waves replace the Coulomb waves, all $\sigma_l$ vanish and $(-i)^{2l+1}=-i(-1)^l$. Every coefficient is then $-i$ times a real number, $a_g$ and $a_u$ have the same phase modulo $\pi$, and there is no dichroism at any sharing. In this model the dichroism comes from the Coulomb phases.

## Numbers for 40 eV excess energy

The computed ground-state energy is $-79.01$ eV, so the photon energy is $119.01$ eV. A separate full configuration interaction in a Gaussian basis gives $-78.98$ eV. Electron 1 has 5 eV and electron 2 has 35 eV. Both move perpendicular to the beam, and $\theta_{12}$ is counted from electron 1 to electron 2 in the sense from $x$ to $y$.

At $90^\circ$, in units of $10^{-42}\ \mathrm{m^4}$ and up to a common sign set by the arbitrary sign of $\Psi_0$,

$$a_g=-0.00347+0.01320i,\qquad a_u=0.00761+0.00157i .$$

Hence, in units of $10^{-84}\ \mathrm{m^8}$,

$$4\,\mathrm{Im}(a_g^*a_u)=4[(-0.00347)(0.00157)-(0.01320)(0.00761)]
=-4.24\times10^{-4}.$$

In the perpendicular plane $p_\pm^2=2(1\pm x)$ and $\mathbf p_+\cdot\mathbf p_-=0$. At $x=0$ the helicity sum is

$$2(|a_g|^2+|a_u|^2)=2(1.863+0.604)\times10^{-4}=4.93\times10^{-4}.$$

The asymmetry is $-4.24/4.93=-0.86$. For the cross sections, the prefactor is

$$4\pi^2\alpha\hbar\omega\,m^2k_1k_2/\hbar^4
=1.28\times10^{79}\ \mathrm{J^{-1}m^{-6}} .$$

Half the sum minus half the magnitude of the difference gives $|M_+|^2\approx0.35\times10^{-88}\ \mathrm{m^8}$; with the plus sign, $|M_-|^2\approx4.58\times10^{-88}\ \mathrm{m^8}$. After conversion from joule to electronvolt, the cross sections are about $0.72$ and $9.4\ \mathrm{b\,eV^{-1}sr^{-2}}$.

The size of the asymmetry can be traced. In this plane it equals

$$\frac{2\,\mathrm{Im}(a_g^*a_u)\sin\theta_{12}}
{|a_g|^2(1+x)+|a_u|^2(1-x)} .$$

At $90^\circ$ the sine of the phase difference has magnitude $0.999$, so the amplitudes are almost in quadrature. Their unequal magnitudes supply the remaining factor, $2|a_g||a_u|/(|a_g|^2+|a_u|^2)=0.86$.

The lowest partial waves alone do not explain this. With $l=0$, $A=c_{10}$ and $B=c_{01}$, whose phases differ, modulo $\pi$, by $-1.277+0.895=-0.382$ rad. The asymmetry would have magnitude

$$\frac{2(0.00468)(0.01518)}{0.00468^2+0.01518^2}\sin(0.382)=0.21 .$$

At $x=0$ the $l=1$ terms add $-c_{12}$ to $A$ and $-c_{21}$ to $B$. Since $|c_{12}|=0.01218$ exceeds $|c_{10}|=0.00468$, the $l=1$ terms cannot be dropped.

With 20 eV for each electron, both helicities give about $4.2\ \mathrm{b\,eV^{-1}sr^{-2}}$ at $90^\circ$. At unequal sharing both cross sections are larger at $30^\circ$ than at $90^\circ$. This is a result of the model and should not be read as a prediction for helium, because the final state omits the electron repulsion.

## What was tested, and where the theorem stops

The amplitude was also obtained by a six-dimensional quadrature with closed-form Coulomb waves, without expanding them in partial waves. For $\mathbf n_1=(0.6,0,0.8)$ and $\mathbf n_2$ along $(-0.3,0.8,0.4)$ it differs from the formula by $2\times10^{-11}$ of the amplitude's length. The asymmetry there is $-0.83$, and $+0.96$ after exchange of the energies. The difference reverses, as tested, but the sum changes because $n_{1\perp}^2=0.36$ while $n_{2\perp}^2=0.82$.

A control breaks the equivalence of the two outgoing particles: one moves in the field of charge 2, the other in that of charge 1, and the final state is not symmetrized. At equal energies the asymmetry is then $-0.30$. The unequal forces are essential. With charge 2 for both, the symmetric initial state already makes the unsymmetrized amplitude even under interchange of the momenta, and the dichroism vanishes. The plane-wave control gives zero at unequal energies to rounding accuracy.

A smaller initial-state basis changes the helicity sum at $90^\circ$ by $-0.7\%$ and the asymmetry by $-0.002$. That basis has $l\le3$ and a shorter radial grid of similar spacing. The digits shown are not all converged in the ground state. An explicitly correlated (Hylleraas) function lowers the two cross sections at $90^\circ$ from $0.72$ and $9.4$ to $0.70$ and $9.3$, and the equal-sharing value from $4.25$ to $4.19\ \mathrm{b\,eV^{-1}sr^{-2}}$. It changes $|a_g|$ by about $0.7\%$ and moves the control from $-0.30$ to $-0.31$. The asymmetries $-0.86$, $-0.83$ and $+0.96$ keep their two digits. None of these changes measures the error from omitting final-state repulsion.

The proof uses an S initial state, a structureless residual ion, the dipole operator and conserved spin symmetry. Beyond the dipole approximation the photon momentum is a further vector in the amplitude; with spin-dependent forces the spatial exchange symmetry is no longer fixed. In either case the vanishing at equal energies does not follow from this argument. The numerical output below lists the other angles and the normalization checks.

## Computed results

```
He energy, grid CI, l<=4: -79.008 eV
He energy, full CI cc-pVQZ: -78.979 eV
photon energy: 119.01 eV
slow: E = 5.0 eV, k = 1.1456 1e10/m, eta = -3.2992
fast: E = 35.0 eV, k = 3.0309 1e10/m, eta = -1.2470
equal: E = 20.0 eV, k = 2.2912 1e10/m, eta = -1.6496
Coulomb phase l=1 minus l=0, slow: -1.2765 rad
Coulomb phase l=1 minus l=0, fast: -0.8949 rad
partial amplitudes for 5+35 eV, unit 1e-42 m^4:
 l=0: |c(l+1,l)| = 0.00468, |c(l,l+1)| = 0.01518
 l=1: |c(l+1,l)| = 0.00634, |c(l,l+1)| = 0.01218
 l=2: |c(l+1,l)| = 0.00124, |c(l,l+1)| = 0.00280
at mutual angle 90 deg, 5+35 eV, unit 1e-42 m^4:
 a_g = -0.00347 +0.01320 i
 a_u = 0.00761 +0.00157 i
perpendicular plane; sigma+ and sigma- in b/(eV sr^2)
5+35 eV: angle/deg, sigma+, sigma-, asymmetry
  30 9.46246 16.33340 -0.26636
  60 2.70924 11.33127 -0.61408
  90 0.71533 9.39947 -0.85856
 120 0.88773 11.19918 -0.85311
 150 0.11731 8.47160 -0.97268
20+20 eV: angle/deg, sigma+, sigma-, asymmetry
  30 9.57086 9.57086 -0.00000
  60 5.05732 5.05732 +0.00000
  90 4.25027 4.25027 -0.00000
 120 6.26825 6.26825 -0.00000
 150 3.80934 3.80934 +0.00000
general directions, six-dimensional quadrature:
 n1.n2 = 0.1484, z.(n1 x n2) = 0.5088
 relative difference from formula: 2.0e-11
 asymmetry 5+35 eV: -0.83394
 asymmetry 35+5 eV: +0.96023
 |asymmetry| 20+20 eV: 7.1e-14
 back-to-back |M| ratio, 20+20 eV: 1.2e-15
 distinguishable, charges 2 and 1, 20+20 eV: -0.30197
 |asymmetry| plane waves 5+35 eV: 1.7e-16
continuum completeness sum: 0.99866
quantum/classical absorption: 1.00000
smaller basis (l<=3), 90 deg, 5+35 eV:
 relative change of sigma+ + sigma-: -0.00664
 change of asymmetry: -0.00196
```
